# Time-step bias of drift-diffusion sampling with a Gaussian trial function: a numerical check

```python
"""
Result under test: the Euler drift-diffusion walk
    x' = x + tau*(ln psi)'(x) + sqrt(tau)*xi,   psi = exp(-a x^2),
without accept-reject step and without branching, has the stationary variance
    s = 1/(4 a (1 - a tau)),   0 < a tau < 1,
and for H = -1/2 d^2/dx^2 + 1/2 w^2 x^2 the mean local energy has the bias
    E(tau) - E(0) = (w^2 - 4 a^2) tau / (8 (1 - a tau)).
Symbols: a trial exponent, tau time step, w oscillator frequency,
xi standard normal number.  Units: hbar = m = 1, and w = 1 in the numbers, so
energy is in hbar*w, time in 1/w, x^2 in hbar/(m w), a in m w/hbar.
"""
import numpy as np
import sympy as sp

# Local energy and drift directly from the trial function
X, A, W = sp.symbols("x a w", positive=True)
psi = sp.exp(-A * X**2)
potential = W**2 * X**2 / 2
local_sym = sp.simplify(-sp.diff(psi, X, 2) / (2 * psi) + potential)
drift_sym = sp.simplify(sp.diff(psi, X) / psi)
gradient_sym = sp.simplify(drift_sym**2 / 2 + potential)
assert sp.simplify(local_sym - (A + (W**2 / 2 - 2 * A**2) * X**2)) == 0
local_energy = sp.lambdify((X, A, W), local_sym, "numpy")
gradient_energy = sp.lambdify((X, A, W), gradient_sym, "numpy")
drift = sp.lambdify((X, A), drift_sym, "numpy")

# Stationary density of the walk from its transition kernel on a grid
grid = np.linspace(-10.0, 10.0, 501)
h = grid[1] - grid[0]


def stationary_density(a, tau, metropolis=False):
    """Long-time density; kernel[i, j] is the probability of j -> i."""
    center = grid + tau * drift(grid, a)
    log_g = -(grid[:, None] - center[None, :])**2 / (2 * tau)
    kernel = h * np.exp(log_g) / np.sqrt(2 * np.pi * tau)
    if metropolis:
        log_target = -2 * a * grid**2
        log_ratio = (log_target[:, None] + log_g.T
                     - log_target[None, :] - log_g)
        kernel = kernel * np.exp(np.minimum(0.0, log_ratio))
        rejected = 1.0 - kernel.sum(axis=0)
        kernel = kernel + np.diag(np.maximum(rejected, 0.0))
    for _ in range(12):                      # 2**12 steps by squaring
        kernel[kernel < 1e-150] = 0.0        # avoids slow subnormal numbers
        kernel = kernel @ kernel
        kernel /= kernel.sum(axis=0).max()
    density = kernel.sum(axis=1)
    return density / (density.sum() * h)


def average(density, values):
    return float(np.sum(density * values) * h)


def variance_formula(a, tau):
    return 1 / (4 * a * (1 - a * tau))


def bias_formula(a, tau, w):
    return (w**2 - 4 * a**2) * tau / (8 * (1 - a * tau))


def energy_zero_step(a, w):
    """Mean local energy over psi^2 by quadrature."""
    weight = np.exp(-2 * a * grid**2)
    weight /= weight.sum() * h
    return average(weight, local_energy(grid, a, w))


w = 1.0
a = 0.6
exact = w / 2
e0 = energy_zero_step(a, w)
assert abs(e0 - (a / 2 + w**2 / (8 * a))) < 1e-10
assert abs((e0 - exact) - (2 * a - w)**2 / (8 * a)) < 1e-10

print("Units: energy hbar*w, time 1/w, x^2 hbar/(m w), a m*w/hbar")
print(f"frequency w = {w:.1f}, trial exponent a = {a:.1f}")
print(f"true ground energy = {exact:.6f} hbar*w")
print(f"variance of psi^2 = {1 / (4 * a):.6f} hbar/(m w)")
print(f"variational energy E(0) = {e0:.6f} hbar*w")
print("Stationary walk, from the transition kernel:")
print("tau[1/w]  a*tau  variance  E[hbar*w]  bias[hbar*w]  linear[hbar*w]")
energy = {}
for tau in (0.05, 0.1, 0.2, 0.4, 1.25):
    p = stationary_density(a, tau)
    var = average(p, grid**2)
    energy[tau] = average(p, local_energy(grid, a, w))
    bias = energy[tau] - e0
    s = variance_formula(a, tau)
    gauss = np.exp(-grid**2 / (2 * s)) / np.sqrt(2 * np.pi * s)
    assert abs(average(p, grid)) < 1e-8
    assert abs(var - s) < 1e-7
    assert np.max(np.abs(p - gauss)) < 1e-7
    assert abs(bias - bias_formula(a, tau, w)) < 1e-7
    linear = (w**2 - 4 * a**2) * tau / 8
    print(f"{tau:7.2f} {a*tau:7.2f} {var:9.6f} {energy[tau]:10.6f}"
          f" {bias:12.6f} {linear:13.6f}")

# Slope at tau = 0 from two small steps; remaining error is of order tau^2
small = 0.02
ratios = []
for tau in (small, 2 * small):
    p = stationary_density(a, tau)
    ratios.append((average(p, local_energy(grid, a, w)) - e0) / tau)
slope = 2 * ratios[0] - ratios[1]
slope_formula = (w**2 - 4 * a**2) / 8
assert abs(slope / slope_formula - 1) < 1e-3
print(f"slope dE/dtau at 0: numerical {slope:.5f}, "
      f"formula {slope_formula:.5f} hbar*w^2")

extrapolated = 2 * energy[0.05] - energy[0.1]
assert abs(extrapolated - e0) < 0.1 * abs(energy[0.05] - e0)
print(f"linear extrapolation from tau 0.05, 0.10: {extrapolated:.6f} hbar*w")
print(f"error of the extrapolation = {extrapolated - e0:.6f} hbar*w")

# Step at which the estimate crosses the true ground energy
tau_cross = (2 * a - w) / (4 * a**2)
for factor, sign in ((0.9, 1), (1.0, 0), (1.1, -1)):
    p = stationary_density(a, factor * tau_cross)
    gap = average(p, local_energy(grid, a, w)) - exact
    assert abs(gap) < 1e-7 if sign == 0 else sign * gap > 1e-5
print(f"E falls below the true energy for tau > {tau_cross:.4f} 1/w")

# Direct simulation with independent walkers, all started at x = 0
rng = np.random.default_rng(12345)
walkers, steps, tau = 1_000_000, 60, 0.2
x = np.zeros(walkers)
for step in range(1, steps + 1):
    x += tau * drift(x, a) + np.sqrt(tau) * rng.standard_normal(walkers)
    if step == 3:
        var3 = x.var()
s = variance_formula(a, tau)
var3_formula = s * (1 - (1 - 2 * a * tau)**6)
assert abs(var3 - var3_formula) < 5 * var3_formula * np.sqrt(2 / walkers)
samples = local_energy(x, a, w)
e_sim = samples.mean()
e_err = samples.std() / np.sqrt(walkers)
assert abs(x.var() - s) < 5 * s * np.sqrt(2 / walkers)
assert abs(e_sim - e0 - bias_formula(a, tau, w)) < 5 * e_err
assert e_sim < exact - 5 * e_err
print(f"Simulation: {walkers} walkers, {steps} steps, tau = {tau:.1f} 1/w")
print(f"variance after 3 steps: simulated {var3:.4f}, "
      f"formula {var3_formula:.4f} hbar/(m w)")
print(f"final variance = {x.var():.4f} hbar/(m w)")
print(f"final energy = {e_sim:.5f} +- {e_err:.5f} hbar*w")

# Too-wide trial: positive bias
a_wide = 0.4
p = stationary_density(a_wide, tau)
e_wide = average(p, local_energy(grid, a_wide, w))
e0_wide = energy_zero_step(a_wide, w)
assert abs(e_wide - e0_wide - bias_formula(a_wide, tau, w)) < 1e-7
assert e_wide > e0_wide
print(f"a = {a_wide:.1f}, tau = {tau:.1f}: E(0) = {e0_wide:.6f}, "
      f"E = {e_wide:.6f}, bias = {e_wide - e0_wide:.6f} hbar*w")

# Exact trial: wrong density, right local energy, biased gradient estimator
a_exact = w / 2
p = stationary_density(a_exact, tau)
var_exact = average(p, grid**2)
e_local = average(p, local_energy(grid, a_exact, w) + 0 * grid)
e_grad = average(p, gradient_energy(grid, a_exact, w))
assert abs(var_exact - variance_formula(a_exact, tau)) < 1e-7
assert abs(e_local - exact) < 1e-10
for a_test in (a_exact, a, a_wide):
    q = stationary_density(a_test, tau)
    grad_bias = (average(q, gradient_energy(grid, a_test, w))
                 - energy_zero_step(a_test, w))
    expected = (w**2 + 4 * a_test**2) * tau / (8 * (1 - a_test * tau))
    assert abs(grad_bias - expected) < 1e-7
print(f"a = {a_exact:.1f}, tau = {tau:.1f}: variance = {var_exact:.6f} "
      f"(psi^2: {1 / (4 * a_exact):.6f}) hbar/(m w)")
print(f"  local-energy average = {e_local:.6f} hbar*w")
print(f"  gradient-squared estimator = {e_grad:.6f} hbar*w")

# The accept-reject step removes the error at finite tau
for tau_test in (0.2, 0.4):
    p = stationary_density(a, tau_test, metropolis=True)
    var_met = average(p, grid**2)
    e_met = average(p, local_energy(grid, a, w))
    assert abs(var_met - 1 / (4 * a)) < 1e-7
    assert abs(e_met - e0) < 1e-7
    print(f"with accept-reject, tau = {tau_test:.1f}: variance = "
          f"{var_met:.6f} hbar/(m w), E = {e_met:.6f} hbar*w")

# No stationary density for a*tau >= 1
n_unstable, steps_unstable = 50_000, 40
for a_tau in (1.0, 1.2):
    tau_u = a_tau / a
    x = np.zeros(n_unstable)
    for _ in range(steps_unstable):
        x += tau_u * drift(x, a)
        x += np.sqrt(tau_u) * rng.standard_normal(n_unstable)
    if a_tau == 1.0:
        assert abs(x.var() / (steps_unstable * tau_u) - 1) < 0.04
    else:
        assert x.var() > 1e8
    print(f"a*tau = {a_tau:.1f}: variance after {steps_unstable} steps = "
          f"{x.var():.3g} hbar/(m w)")

print("PASS")
```

Output:

```
Units: energy hbar*w, time 1/w, x^2 hbar/(m w), a m*w/hbar
frequency w = 1.0, trial exponent a = 0.6
true ground energy = 0.500000 hbar*w
variance of psi^2 = 0.416667 hbar/(m w)
variational energy E(0) = 0.508333 hbar*w
Stationary walk, from the transition kernel:
tau[1/w]  a*tau  variance  E[hbar*w]  bias[hbar*w]  linear[hbar*w]
   0.05    0.03  0.429553   0.505498    -0.002835     -0.002750
   0.10    0.06  0.443262   0.502482    -0.005851     -0.005500
   0.20    0.12  0.473485   0.495833    -0.012500     -0.011000
   0.40    0.24  0.548246   0.479386    -0.028947     -0.022000
   1.25    0.75  1.666667   0.233333    -0.275000     -0.068750
slope dE/dtau at 0: numerical -0.05498, formula -0.05500 hbar*w^2
linear extrapolation from tau 0.05, 0.10: 0.508514 hbar*w
error of the extrapolation = 0.000181 hbar*w
E falls below the true energy for tau > 0.1389 1/w
Simulation: 1000000 walkers, 60 steps, tau = 0.2 1/w
variance after 3 steps: simulated 0.3831, formula 0.3822 hbar/(m w)
final variance = 0.4734 hbar/(m w)
final energy = 0.49584 +- 0.00015 hbar*w
a = 0.4, tau = 0.2: E(0) = 0.512500, E = 0.522283, bias = 0.009783 hbar*w
a = 0.5, tau = 0.2: variance = 0.555556 (psi^2: 0.500000) hbar/(m w)
  local-energy average = 0.500000 hbar*w
  gradient-squared estimator = 0.555556 hbar*w
with accept-reject, tau = 0.2: variance = 0.416667 hbar/(m w), E = 0.508333 hbar*w
with accept-reject, tau = 0.4: variance = 0.416667 hbar/(m w), E = 0.508333 hbar*w
a*tau = 1.0: variance after 40 steps = 66.4 hbar/(m w)
a*tau = 1.2: variance after 40 steps = 1.02e+12 hbar/(m w)
PASS
```
